# Hopping rate at which two defect resonance lines merge

## Situation and result

A paramagnetic point defect that has moved off its lattice site can sit in several equivalent orientations. In a magnetic field these orientations generally have different resonance frequencies, so a cold sample shows separate lines. On warming, the defect hops between orientations, the lines broaden and approach each other, and at some temperature a single line is left. To turn that temperature into a hopping rate, one needs the rate at which the lines merge.

Let two orientations A and B have equal populations and resonance frequencies $\nu_0\pm\delta\nu/2$. Let $k$ be the one-way rate: the probability per unit time that a centre in A goes to B, equal to that from B to A. The absorption has a single maximum when

$$k\ge k_c=\frac{\pi\,\delta\nu}{\sqrt2}. \tag{1}$$

Here $\delta\nu$ is an ordinary frequency in Hz and $k$ is in s$^{-1}$. With $\Delta=2\pi\delta\nu$ the same result reads $k_c=\Delta/(2\sqrt2)$. If "rate" denotes the sum of the forward and backward rates, its value at merging is $2k_c$.

The assumptions are:

- the microwave drive is weak, so the response is linear;
- a jump takes a time much shorter than $1/\delta\nu$ and leaves the spin phase unchanged;
- the populations are equal;
- the intrinsic linewidth is small compared with $\delta\nu$ (a finite width is treated below).

## Bloch equations with hopping

Describe the transverse magnetization of each group by a complex number, $M_A$ or $M_B$, in the frame rotating at $\nu_0$. Without hopping, $M_A$ turns at angular frequency $+\Delta/2$, $M_B$ turns at $-\Delta/2$, and both decay at the transverse relaxation rate $R$. In a short time $dt$, a fraction $k\,dt$ of the centres in A moves to B, carrying its magnetization along, and the same fraction of B moves to A. Hence

$$\dot M_A=\left(\tfrac{i\Delta}{2}-R-k\right)M_A+kM_B,\qquad
\dot M_B=\left(-\tfrac{i\Delta}{2}-R-k\right)M_B+kM_A. \tag{2}$$

Set $R=0$ for now and form the sum $G=M_A+M_B$ and the difference $D=M_A-M_B$. Hopping cancels in the sum and counts twice in the difference:

$$\dot G=\tfrac{i\Delta}{2}D,\qquad \dot D=\tfrac{i\Delta}{2}G-2kD .$$

Differentiate the first equation, insert the second, and replace $\tfrac{i\Delta}{2}D$ by $\dot G$:

$$\ddot G+2k\,\dot G+\tfrac{\Delta^2}{4}G=0. \tag{3}$$

The total magnetization is a damped oscillator. Equal populations give $M_A(0)=M_B(0)=\tfrac12$, so $G(0)=1$ and $\dot G(0)=0$. For $k<\Delta/2$ the solution is

$$G(t)=e^{-kt}\left[\cos\Omega t+\frac{k}{\Omega}\sin\Omega t\right],\qquad \Omega^2=\frac{\Delta^2}{4}-k^2. \tag{4}$$

## Line shape

A weak drive tips a small, constant amount of magnetization per unit time, and each contribution then evolves freely. Adding the contributions from all earlier times makes the absorption at angular offset $\omega$ from the centre proportional to

$$S(\omega)=\mathrm{Re}\int_0^\infty G(t)\,e^{-i\omega t}\,dt .$$

Let $m_A,m_B$ be the same integrals of $M_A,M_B$. Integration by parts turns $\dot M_A$ into $i\omega m_A-\tfrac12$, and likewise for B. With $s=i\omega+R+k$, equations (2) become

$$\left(s-\tfrac{i\Delta}{2}\right)m_A-k\,m_B=\tfrac12,\qquad
-k\,m_A+\left(s+\tfrac{i\Delta}{2}\right)m_B=\tfrac12 .$$

The determinant is $s^2+\Delta^2/4-k^2$. Cramer's rule gives numerators $\tfrac12(s+\tfrac{i\Delta}{2}+k)$ and $\tfrac12(s-\tfrac{i\Delta}{2}+k)$, in whose sum the terms in $\Delta$ cancel:

$$m_A+m_B=\frac{s+k}{s^2+\Delta^2/4-k^2}. \tag{5}$$

For $R=0$, $s^2-k^2=2ik\omega-\omega^2$, so the fraction is

$$\frac{2k+i\omega}{(\Delta^2/4-\omega^2)+2ik\omega}.$$

Multiplying above and below by the conjugate of the denominator gives the real numerator $2k(\Delta^2/4-\omega^2)+2k\omega^2=k\Delta^2/2$, and therefore

$$S(\omega)=\frac{k\Delta^2/2}{(\Delta^2/4-\omega^2)^2+4k^2\omega^2}. \tag{6}$$

## Merging of the maxima

The numerator of (6) does not depend on $\omega$, so a maximum of $S$ is a minimum of the denominator. Write $x=\omega^2\ge0$ and $a=\Delta^2/4$:

$$\frac{d}{dx}\left[(a-x)^2+4k^2x\right]=2x-2a+4k^2 .$$

This vanishes at $x=a-2k^2$. If $2k^2<a$, there are two maxima at $\omega=\pm\sqrt{a-2k^2}$ with a minimum at the centre. If $2k^2\ge a$, the denominator rises throughout $x>0$, and the one maximum is at the centre. The boundary is $k=\sqrt{a/2}=\Delta/(2\sqrt2)=\pi\delta\nu/\sqrt2$, which is (1).

Below merging, the peak separation in frequency is $2\sqrt{a-2k^2}/(2\pi)$, or

$$\delta\nu_{\rm peak}=\sqrt{\delta\nu^2-\frac{2k^2}{\pi^2}},\qquad\text{so}\qquad k=\frac{\pi}{\sqrt2}\sqrt{\delta\nu^2-\delta\nu_{\rm peak}^2}. \tag{7}$$

The second form extracts $k$ from a measured separation, with $\delta\nu$ taken from the cold spectrum. It holds for $R=0$. A finite intrinsic width makes it overestimate $k$: for the worked example below with a half width of 0.3 MHz, by 28% at $0.1k_c$, 11% at $0.3k_c$ and 6% at $0.6k_c$.

At $k=k_c$ we have $4k^2=2a$. The terms linear in $x$ cancel and the denominator is $a^2+x^2$:

$$S(\omega)\propto\frac{1}{1+(2\omega/\Delta)^4}. \tag{8}$$

The top is flat to third order in $\omega$. Half height lies at $\omega=\pm\Delta/2$, so the full width at half maximum equals $\delta\nu$: the merged line is as wide as the original separation.

Merging of the maxima differs from merging of the decay modes. Trying $e^{\lambda t}$ in (3) gives $\lambda=-k\pm\sqrt{k^2-\Delta^2/4}$. The two values meet at $k=\Delta/2=\pi\delta\nu$, a factor $\sqrt2$ above $k_c$. At $k_c$ they are $-k_c(1\pm i)$: the magnetization still oscillates, but damping hides the splitting.

Spectrometers with field modulation record the derivative of $S$. For small modulation the criterion carries over: the derivative crosses zero three times below $k_c$ and once above.

## Slow and fast limits

For $k\ll\Delta$, look near $\omega=\Delta/2$. There $a-\omega^2\approx-\Delta(\omega-\Delta/2)$ and $4k^2\omega^2\approx k^2\Delta^2$, so

$$S\approx\frac{k/2}{(\omega-\Delta/2)^2+k^2}.$$

Each line is a Lorentzian of full width $k/\pi$ in Hz. This is lifetime broadening, and it grows with the hopping rate.

For $k\gg\Delta$ the line is much narrower than $\Delta$, so $\omega^2$ can be dropped beside $a$:

$$S\approx\frac{k\Delta^2/2}{\Delta^4/16+4k^2\omega^2}.$$

Half height is at $2k\omega=\Delta^2/4$, or $\omega=\Delta^2/(8k)$. The full width in Hz is

$$\frac{2}{2\pi}\,\frac{\Delta^2}{8k}=\frac{\pi\,\delta\nu^2}{2k}. \tag{9}$$

Faster hopping now narrows the line, because each spin averages over both frequencies before its phase has drifted far.

## Finite intrinsic width

For $R>0$, put $K=R+k$ and $u=R+2k$. The numerator of (5) is $u+i\omega$. The denominator is $C-x+2iK\omega$ with $C=K^2-k^2+a=R^2+2Rk+a=Ru+a$. The real part has numerator $u(C-x)+2Kx$. Since $2K-u=R$,

$$S=\frac{uC+Rx}{C^2+Bx+x^2},\qquad B=4K^2-2C .$$

The sign of $dS/dx$ is that of

$$R(C^2+Bx+x^2)-(uC+Rx)(B+2x)=C(RC-uB)-2uCx-Rx^2 ,$$

which falls as $x$ grows. There is therefore one central maximum if $RC\le uB$, and two maxima otherwise. With $2K=u+R$, $B=(u+R)^2-2Ru-2a=u^2+R^2-2a$. The boundary $RC=uB$ reads $R^2u+aR=u^3+R^2u-2au$, or

$$u^3=\frac{\Delta^2}{4}\,(2u+R),\qquad k=\frac{u-R}{2}. \tag{10}$$

The polynomial $u^3-2au-aR$ has one sign change in its coefficients, hence one positive root. For small $R$ write $u=\sqrt{2a}+\epsilon$. To first order $6a\epsilon=2a\epsilon+aR$, so $\epsilon=R/4$. Since $\sqrt{2a}=2k_c$,

$$k\approx k_c+\frac R8-\frac R2=k_c-\frac{3R}{8}. \tag{11}$$

Broad lines merge earlier. Setting $k=0$, or $u=R$, in (10) gives $R=\sqrt3\,\Delta/2$; for larger $R$ the lines are unresolved even without hopping, and no merging can be observed. A static Lorentzian spread of frequencies common to both groups also multiplies $G$ by a decaying exponential, so it can be included in $R$.

## From four orientations to two sites

Take a defect displaced along one of the four $\langle111\rangle$ directions, with the field along $[110]$. The squared cosine between field and axis is $2/3$ for $[111]$ and $[11\bar1]$, and $0$ for $[1\bar11]$ and $[\bar111]$. These are two groups of two, with equal populations in an unstrained crystal.

Let each orientation jump to each of the other three at rate $w$. Adding the Bloch equations of the two members of group A gives a loss $-3wM_A$, a return $+wM_A$ from jumps within the group, and a gain $+2wM_B$. The net hopping term is $-2wM_A+2wM_B$, which is (2) with

$$k=2w. \tag{12}$$

The mean dwell time in one orientation is $1/(3w)=2/(3k)$, not $1/k$. This factor must be kept when a merging rate is compared with a calculated jump rate.

For thermally activated jumps, $w=f\,e^{-E/k_BT}$ with attempt rate $f$ and barrier $E$. Setting $2w=k_c$ gives

$$T_c=\frac{E}{k_B\ln(2f/k_c)}. \tag{13}$$

## Worked example

The parameters are round values in the rough regime of off-centre substitutional nitrogen in silicon: electron spin $1/2$, nuclear spin $1$, $A_\parallel=45$ MHz, $A_\perp=35$ MHz, $E=0.10$ eV, $f=10^{12}$ s$^{-1}$, microwave frequency 9500 MHz.

Take $g$ as isotropic for now. The electron spin is then quantized along the field direction $\mathbf b$. To first order the nucleus feels the vector $\mathsf A\mathbf b$, and the line with nuclear quantum number $m$ is shifted by $m|\mathsf A\mathbf b|$. For the tilted group,

$$|\mathsf A\mathbf b|=\sqrt{\tfrac23(45)^2+\tfrac13(35)^2}=41.93\ \text{MHz},$$

and for the perpendicular group it is 35 MHz. The $m=\pm1$ lines therefore split by $\delta\nu=6.93$ MHz (0.247 mT), while the $m=0$ line does not split at this level. Diagonalizing the spin Hamiltonian with isotropic $g$ and no nuclear Zeeman term gives 6.92 MHz.

Equation (1) gives $k_c=2.2214\times6.932=15.4\ \mu\text{s}^{-1}$, or $1.54\times10^7$ s$^{-1}$, so $w=7.70\ \mu\text{s}^{-1}$. In (13) the logarithm is $\ln(2\times10^{12}/1.54\times10^7)=11.77$, and $T_c=98.6$ K.

| $k/k_c$ | $T$ (K) | peak separation (MHz) |
|---|---|---|
| 0.3 | 89.4 | 6.61 |
| 0.6 | 94.5 | 5.55 |
| 0.9 | 97.7 | 3.02 |

Most of the approach happens in the last few kelvin, for two reasons: (7) is a square root that falls steeply near $k_c$, and $k$ itself grows by about 12% per kelvin there, since $d\ln k/dT=E/(k_BT^2)$. At $k=20k_c$, reached at 132 K, hopping contributes a full width of 0.245 MHz, in agreement with (9).

Two tests bear on the central claims. Random-jump histories of the four orientations, 200 000 for each of three times (0.05, 0.10 and 0.20 μs) at $k=0.5k_c$ and at $k_c$, reproduce (4) to within 0.0035 on a scale where $G(0)=1$; the standard error is at most 0.0022. Counting the maxima of the four-site spectrum while bisecting in $k$ between $0.3k_c$ and $1.5k_c$ places merging at 15.400 μs$^{-1}$, the value of the formula to the digits shown.

## What the model leaves out

Each correction below is evaluated with the other parameters held fixed.

**Intrinsic width.** A half width of 0.3 MHz means $R=1.885\ \mu\text{s}^{-1}$. Equation (10) then gives merging at 14.69 μs$^{-1}$, 5% below $k_c$, and at 98.2 K.

**Anisotropic $g$ and nuclear Zeeman energy.** With $g_\parallel-g_\perp=2\times10^{-4}$ and a nuclear Zeeman frequency of 1 MHz, diagonalization gives splittings of 6.31 MHz for the low-frequency outer line and 7.55 MHz for the high-frequency one. With these splittings, equation (1) gives merging at 14.0 and 16.8 μs$^{-1}$, that is, at 97.8 and 99.3 K. Carrying the nuclear spin through the jumps, as described under "Nuclear axis" below, lowers these rates by about 3%, to 13.6 and 16.3 μs$^{-1}$. Each line should be analysed with its own cold splitting. The middle line splits by 0.60 MHz. The $g$ difference is an assumed small value, and the splittings depend strongly on it: to first order and without the nuclear Zeeman term, a difference of $10^{-3}$ would give 3.8, 3.2 and 10.1 MHz for the low, middle and high lines. The anisotropy reported for the real nitrogen centre is larger still and of opposite sign, about $-6\times10^{-3}$. In the same approximation $-6.3\times10^{-3}$ gives 26.8, 19.9 and 13.0 MHz. For the real centre at this microwave frequency the $g$ anisotropy, not the hyperfine anisotropy, therefore dominates the splitting, and the middle line splits strongly. Equation (1) applied line by line then gives 111, 108 and 104 K, only roughly, since neighbouring pairs of lines lie close together.

**Strain.** An energy difference of 0.1 meV between the groups makes the populations differ by 0.59% of the total, yet lowers the mean one-way rate at merging by 3%, to 14.9 μs$^{-1}$. The reason is the flat top. Near merging, $S\approx S_0(1+h\omega+p\omega^2-q\omega^4)$, with $h$ proportional to the imbalance and $p$ to $k_c-k$. A maximum and the minimum coalesce when $h+2p\omega-4q\omega^3$ has a double root. This requires $\omega^2=p/(6q)$ and hence $|h|\propto p^{3/2}$, so for a small imbalance the shift in $k$ grows as the imbalance to the power $2/3$.

**Nuclear axis.** A jump turns $\mathsf A\mathbf b$ by 6.5° between groups and by up to 12.9° within the tilted group. The chance that a spin-1 nucleus leaves $m=1$ is $1-\cos^4(\alpha/2)$ for a turn $\alpha$: 0.63% and 2.5%. From a tilted orientation the loss rate is $w(0.025+2\times0.0063)\approx0.3\ \mu\text{s}^{-1}$. This is well below the $R$ used above, yet it is not negligible. Bloch equations that carry the nuclear spin through each jump, with $R=0$, isotropic $g$ and no nuclear Zeeman term, put the merging of the outer lines at 14.95 μs$^{-1}$, 3% below $k_c$, and at 98.3 K. Adding an axial quadrupole term $P(\mathbf u\cdot\mathbf I)^2$, with $\mathbf u$ the unit vector along the defect axis, lowers this rate by less than 0.1% for $P=1$ MHz and by 0.6% for $P=3$ MHz.

**Tunnelling and loss of the electron.** For a parabolic barrier top whose frequency is set equal to $f$, the usual crossover estimate $hf/(2\pi k_B)$ is 7.6 K, and the leading rate correction $(hf/k_BT)^2/24$ is 1% at $T_c$. With a rough level depth of 0.3 eV and a prefactor of $10^{13}$ s$^{-1}$, the electron is emitted at about $5\times10^{-3}$ s$^{-1}$, negligible beside $k_c$.

The hyperfine constants, $g$ anisotropy, barrier, attempt rate and level depth used here are assumed round values, not measurements on the real nitrogen centre, and 98.6 K is a model result, not a measured merging temperature. Real samples break the assumption of equal populations through residual strain; the chosen 0.1 meV moves $T_c$ by 0.3 K, and a more strained sample needs its own calculation. The attempt rate matters far more: raising $f$ tenfold at fixed barrier lowers $T_c$ to 82 K. The absolute temperature is thus known no better than $f$ and $E$ allow. In the other direction, an observed merging fixes $k$ at that temperature through the measured splitting alone, with no knowledge of $f$ or $E$, provided the width, strain and nuclear-axis corrections are small or included, the splitting of the cold spectrum still holds at the merging temperature, and no further configuration of the defect is populated. The numerical output below lists the inputs and the main computed values.

## Calculated quantities

```
input A_par, A_perp: 45.0, 35.0 MHz
input barrier: 0.10 eV; attempt rate: 1.0e+12 1/s
input microwave frequency: 9500 MHz; g_perp: 2.002
static field: 339.0 mT
hyperfine splitting, tilted group: 41.932 MHz
line separation dnu: 6.932 MHz
same separation in field: 0.247 mT
separation from diagonalization, isotropic g: 6.921 MHz
merging rate, formula: 15.4001 1/us = 1.540e+07 1/s
merging rate, counted maxima: 15.4001 1/us
jump rate w to each orientation at merging: 7.700 1/us
ratio merging rate / dnu: 2.2214
merging temperature: 98.56 K
k/kc=0.3: T=89.42 K, peak separation=6.613 MHz
k/kc=0.6: T=94.46 K, peak separation=5.546 MHz
k/kc=0.9: T=97.68 K, peak separation=3.022 MHz
full width at merging: 6.932 MHz
k=20 kc: T=132.2 K, full width=0.2454 MHz
k=20 kc: fast-limit formula width=0.2451 MHz
rate where eigenvalues meet: 21.779 1/us
largest trajectory-average deviation: 0.0035 (no unit)
NEGLECTED EFFECTS
intrinsic half width: 0.30 MHz; R: 1.885 1/us
merging rate with R: 14.688 1/us; linear: 14.693 1/us
merging temperature with R: 98.16 K
g_par-g_perp: 2.0e-04; nuclear Zeeman: 1.0 MHz
group shifts, low/mid/high line: -6.313, 0.600, 7.554 MHz
low line merging: 14.023 1/us at 97.78 K
high line merging: 16.782 1/us at 99.28 K
strain energy: 0.10 meV; pA-pB: 0.589 %
merging rate with strain: 14.938 1/us
merging temperature with strain: 98.30 K
nuclear-axis tilt between groups: 6.45 deg, m change 0.63 %
largest nuclear-axis tilt: 12.91 deg, m change 2.51 %
tunnelling crossover estimate: 7.64 K
leading tunnelling rate correction: 0.99 %
input level depth: 0.30 eV; prefactor: 1e+13 1/s
electron emission rate at merging: 4.6e-03 1/s
merging temperature, attempt rate x10: 82.44 K
```
